\section*{Two Matsubara sums for the Eliashberg condensation energy: equivalence and convergence, part 1}

(Sections cited here and not found follow in the second part.)

For one Einstein phonon of energy $\Omega=0.01$ eV, coupling $\lambda=1$, no Coulomb repulsion and temperature $T=4.0\times10^{-4}$ eV, the Eliashberg condensation free energy is $\Delta F/N_0=-3.933\times10^{-6}$ eV$^2$. Two Matsubara sums over the same solution give this number. The Bardeen-Stephen sum reaches a relative accuracy of $10^{-4}$ after 8 positive frequencies; the Wada sum needs 460. Cut at 80 frequencies, the first is off by $2.7\times10^{-12}$ of $|\Delta F|$ and the second by $3.3\times10^{-3}$. Both come from one functional, so the difference must lie in how one total is distributed over the frequencies.

\section{The functional}

Atomic units with $k_B=1$ are used in the algebra. The model is isotropic Migdal-Eliashberg theory: a constant density of states $N_0$ per spin and cell, a particle-hole symmetric band much wider than every frequency considered, no vertex corrections. Particle-hole symmetry keeps the chemical potential equal in both phases, so the difference of grand potentials is the difference of free energies, $\Delta F=F_S-F_N$. Frequencies are $\omega_n=\pi T(2n+1)$ and $\nu_l=2\pi Tl$; sums run over all integers unless restricted.

With the spinor $(c_{k\uparrow},c^\dagger_{-k\downarrow})$ and Pauli matrices $\tau_i$,
\begin{equation}
G^{-1}=i\omega_n-\xi\tau_3-\Sigma_n,\qquad \Sigma_n=i(\omega_n-\tilde\omega_n)+\phi_n\tau_1 .
\end{equation}
The Luttinger-Ward functional for electrons and one phonon mode per cell is
\begin{align}
\Omega_{LW}={}&-T\sum_{nk}\mathrm{tr}\ln(-G^{-1})-T\sum_{nk}\mathrm{tr}\,\Sigma G+\Phi[G,\mathcal D]\nonumber\\
&+\frac T2\sum_l\big[\ln(-\mathcal D_l^{-1})+\mathcal D_{0l}^{-1}\mathcal D_l-1\big].
\label{lw}
\end{align}
The Nambu trace needs no spin factor: at $\Sigma=0$ the first term is $-T\sum_n\ln(\omega_n^2+\xi^2)=-2T\ln 2\cosh(\xi/2T)$ per $k$ up to a constant, which is two spin states. The Migdal diagram is
\begin{equation}
\Phi=\frac T2\sum_{nk}\mathrm{tr}\,\Sigma_n[G]\,G(k,n),\qquad
\Sigma_n[G]=-T\sum_{mk'}g^2\mathcal D_{n-m}\,\tau_3G(k',m)\tau_3 .
\end{equation}
$\Phi$ is a quadratic form in $G$, symmetric because $\mathcal D_l=\mathcal D_{-l}$, so $\delta\Phi=T\sum\mathrm{tr}\,\Sigma[G]\delta G$. Under a change of $\Sigma$, $\delta G^{-1}=-\delta\Sigma$; the first term of (\ref{lw}) changes by $+T\sum\mathrm{tr}\,G\delta\Sigma$, the second by $-T\sum\mathrm{tr}(\delta\Sigma\,G+\Sigma\,\delta G)$, and the total is $T\sum\mathrm{tr}(\Sigma[G]-\Sigma)\delta G$. The functional is stationary at $\Sigma=\Sigma[G]$. At a stationary point its derivative with respect to the coupling is the explicit one, $d\Omega_{LW}/d\ln g^2=\Phi$, which is the coupling-constant derivative of the grand potential in this approximation, and at $g=0$ it is the free grand potential; this identifies the stationary value with the thermodynamic potential.

\subsection{The $\xi$ integrals}

Put $\tilde E=(\tilde\omega^2+\phi^2)^{1/2}$, $s=\tilde\omega/\tilde E$, $c=\phi/\tilde E$. With $\tilde\omega=Z\omega$, $\phi=Z\Delta$, $Z>0$ and $E=(\omega^2+\Delta^2)^{1/2}$, one has $\tilde E=ZE$, $s=\omega/E$, $c=\Delta/E$. The determinant is $\det G^{-1}=(i\tilde\omega-\xi)(i\tilde\omega+\xi)-\phi^2=-(\xi^2+\tilde E^2)$, and $G=-(i\tilde\omega+\xi\tau_3+\phi\tau_1)/(\xi^2+\tilde E^2)$. Two integrals are needed:
\begin{equation}
\int d\xi\,\ln\frac{\xi^2+a^2}{\xi^2+b^2}=2\pi(a-b),\qquad \int d\xi\,G=-\pi(is+c\tau_1).
\end{equation}
The first vanishes at $a=b$ and has $a$-derivative $\int 2a\,d\xi/(\xi^2+a^2)=2\pi$. The second uses $\int d\xi/(\xi^2+\tilde E^2)=\pi/\tilde E$; the $\tau_3$ part is odd in $\xi$. Up to a constant common to both phases, the logarithm therefore gives $-2\pi TN_0\sum_n\tilde E_n$. For the second term, $\mathrm{tr}\,1=\mathrm{tr}\,\tau_1^2=2$ and $\mathrm{tr}\,\tau_1=0$ give
\begin{equation}
\int d\xi\,\mathrm{tr}\,\Sigma G=-2\pi\big[(\tilde\omega-\omega)s+\phi c\big]=-2\pi(\tilde E-\omega s),
\end{equation}
since $\tilde\omega s+\phi c=\tilde E$. It contributes $+2\pi TN_0\sum(\tilde E-\omega s)$; $\tilde E$ cancels against the logarithm and $-2\pi TN_0\sum\omega s$ remains.

Define $\lambda(l)=-N_0g^2\mathcal D_l$. For an Einstein mode $\mathcal D_l=-2\Omega/(\Omega^2+\nu_l^2)$, so $\lambda(l)=\lambda\Omega^2/(\Omega^2+\nu_l^2)$; for a spectrum, $\lambda(l)=2\int d\Omega'\,\Omega'\alpha^2F(\Omega')/(\Omega'^2+\nu_l^2)$. Because $\tau_3\tau_1\tau_3=-\tau_1$, $\Sigma_n[G]=-\pi T\sum_m\lambda(n-m)(is_m-c_m\tau_1)$. Coulomb repulsion is added as the kernel $-\mu^*\theta_n\theta_m$ with $\theta_n=\theta(\omega_c-|\omega_n|)$. The cutoff must act on both indices, since only a symmetric kernel is the second derivative of a $\Phi$. It drops out of the $s$ channel because $s$ is odd in $\omega$. With $V_{nm}=\lambda(n-m)-\mu^*\theta_n\theta_m$, the trace above applied to $\Sigma[G]$ gives
\begin{equation}
\frac{F}{N_0}=-2\pi T\sum_n\omega_ns_n-(\pi T)^2\sum_{nm}\big[\lambda(n-m)s_ns_m+V_{nm}c_nc_m\big]
\label{F}
\end{equation}
plus the phonon term, and $\Sigma=\Sigma[G]$ reads
\begin{equation}
\tilde\omega_n=\omega_n+\pi T\sum_m\lambda(n-m)s_m,\qquad \phi_n=\pi T\sum_mV_{nm}c_m .
\label{eli}
\end{equation}
The functional (\ref{F}) depends on one angle per frequency. With $s=\cos\vartheta$, $c=\sin\vartheta$, the condition $\partial F/\partial\vartheta_n=0$ is $c_n\tilde\omega_n=s_n\phi_n$, that is $\phi_n=Z_n\Delta_n$, with both sides computed from (\ref{eli}). The normal state has $c=0$, $s_n=\sigma_n\equiv\mathrm{sgn}\,\omega_n$. For $n\ge0$, $\sum_m\lambda(n-m)\sigma_m=\sum_{l\le n}\lambda(l)-\sum_{l\ge n+1}\lambda(l)$, and evenness of $\lambda$ cancels $l\le -n-1$ against $l\ge n+1$:
\begin{equation}
\tilde\omega^N_n=\omega_n+\pi T\sum_{l=-n}^{n}\lambda(l).
\label{zn}
\end{equation}
Hence $Z^N_0=1+\lambda$, which is $2$ in the example, and $\tilde\omega^N-\omega\to K=\pi T\sum_l\lambda(l)$ at large $\omega$.

\subsection{Freezing the phonons}

The phonon propagator differs between the phases. For the local Einstein model with $\mu^*=0$, $\Phi=-\frac T2\sum_l\Pi_l\mathcal D_l$ with $\Pi_l=-2\pi^2TN_0^2g^2S_l$ and $S_l=\sum_n(s_ns_{n+l}+c_nc_{n+l})$, read off from (\ref{F}). The normal propagator obeys $\mathcal D_N^{-1}=\mathcal D_0^{-1}-\Pi^N$. Write $\mathcal D=x\mathcal D_N$ and $y_l=(\Pi_l-\Pi^N_l)\mathcal D_{Nl}=2\pi^2TN_0\lambda(l)\,\delta S_l$. Since $\mathcal D_0^{-1}-\Pi=\mathcal D_N^{-1}-(\Pi-\Pi^N)$, the phonon term plus $\Phi$, measured from the normal state, is
\begin{equation}
\frac T2\sum_l\big[-\ln x_l+x_l-1-y_lx_l\big].
\end{equation}
Frozen phonons, $x=1$, give $-\frac T2\sum y$, which is the difference of the $\Phi$ terms of (\ref{F}) with one kernel for both phases. The stationary point $x=1/(1-y)$ gives $\frac T2\sum\ln(1-y)$. The shift is $-\frac T4\sum_ly_l^2$ at leading order; readjustment of the angles enters at higher order because (\ref{F}) is stationary in them. At low $T$, $2\pi T\,\delta S_l$ rises as $2|\nu|$ for $|\nu|\ll\Delta$, where $\sigma_n\sigma_{n+l}=-1$ on an interval of length $|\nu|$ while $s_ns_{n+l}+c_nc_{n+l}\approx1$. It falls as $\Delta^2\ln(|\nu|/\Delta)/|\nu|$ for $|\nu|\gg\Delta$, where the odd $\delta s$ cancels and $c_nc_{n+l}$ remains. Thus $y$ is at most of order $\lambda N_0\Delta$, and $\lambda(l)$ removes $|\nu|\gg\Omega$, so the shift is at most of order $\lambda^2N_0^2\Delta^2\Omega$, a fraction at most of order $\lambda^2N_0\Omega$ of $N_0\Delta^2$. The example ($\lambda=1$, $\Delta_0/\Omega=0.24$) comes close to this bound; for $\Delta\ll\Omega$ the shift scales as $\lambda^2N_0^2\Delta^3$, with a large prefactor, about 30 for a constant gap at $T=0$. With $N_0=0.3$ per eV, spin and cell, the self-consistent shift divided by $N_0$ is $-1.368\times10^{-8}$ eV$^2$ against the predicted $-1.362\times10^{-8}$ eV$^2$; it halves, to $-6.825\times10^{-9}$ eV$^2$, when $N_0$ is halved. These values belong to a symmetric grid of 100 positive frequencies; on 600 the shift is about $0.4\%$ smaller in magnitude. Relative to the frozen-phonon $\Delta F$ on the same grid it is $3.5\times10^{-3}$, while $N_0\Omega=3.0\times10^{-3}$. Digits from the third on in $\Delta F$ therefore describe the sums and not the physics. For dispersive phonons the smallness is an assumption; it can fail if modes with $y$ of order one carry appreciable weight.

\subsection{The difference converges absolutely}

$F_S$ and $F_N$ each diverge, as $\sum|\omega_n|$. Subtracted term by term, with $\delta s_n=s_n-\sigma_n$, the interaction contains
\begin{equation}
s_ns_m-\sigma_n\sigma_m=\sigma_n\delta s_m+\delta s_n\sigma_m+\delta s_n\delta s_m .
\label{split}
\end{equation}
For bounded $\Delta$, $|\delta s|\le\Delta^2/2\omega^2$ is summable, and $\sum_l\lambda(l)$ is finite. For the solutions $\Delta\sim\omega^{-2}$ beyond all cutoffs (derived below), so $\sum|\omega\,\delta s|$ and $\sum|c|$ also converge. The double sum may be taken in any order.

\section{First derivation: each phase on shell, then an exchange}

Sum over $m$ at fixed $n$, separately in each phase, using (\ref{eli}). The summand of $-F/(\pi TN_0)$ becomes
\begin{equation}
2\omega s+(\tilde\omega-\omega)s+\phi c=\omega s+\tilde\omega s+\phi c=\omega s+ZE ,
\end{equation}
where the last step needs the gap equation $\phi=Z\Delta$. In the normal phase this is $|\omega|+Z^N|\omega|$. The difference is the Wada form,
\begin{equation}
\frac{\Delta F}{N_0}=-\pi T\sum_nW_n,\qquad W=\frac{\omega^2}{E}-|\omega|+Z^SE-Z^N|\omega| .
\end{equation}
Now consider
\begin{equation}
X_n=\sigma_n(\tilde\omega^S_n-\omega_n)-s_n(\tilde\omega^N_n-\omega_n)=\pi T\sum_m\lambda(n-m)\big[\sigma_ns_m-s_n\sigma_m\big].
\end{equation}
The bracket equals $\sigma_n\delta s_m-\delta s_n\sigma_m$, because the $\sigma_n\sigma_m$ parts cancel. It is antisymmetric in $n,m$, the kernel is symmetric and the double sum converges absolutely, so $\sum_nX_n=0$. In terms of $Z$, $X=(Z^S-1)|\omega|-(Z^N-1)\omega^2/E$, and
\begin{align}
W-X&=\frac{\omega^2}E-|\omega|+Z^SE-Z^N|\omega|-Z^S|\omega|+|\omega|+Z^N\frac{\omega^2}E-\frac{\omega^2}E\nonumber\\
&=Z^S(E-|\omega|)-Z^N\frac{|\omega|}{E}(E-|\omega|).
\end{align}
This is the Bardeen-Stephen form:
\begin{equation}
\frac{\Delta F}{N_0}=-\pi T\sum_nB_n,\qquad B=(E-|\omega|)\Big(Z^S-Z^N\frac{|\omega|}E\Big).
\label{bs}
\end{equation}

\section{Second derivation: expansion about the normal state}

Insert (\ref{split}) into the difference of (\ref{F}) before using any equation of the superconducting phase. Renaming $n\leftrightarrow m$ in $\sigma_n\delta s_m$ makes the two linear terms equal, and $\pi T\sum_m\lambda(n-m)\sigma_m=\tilde\omega^N_n-\omega_n$. Their sum, $-2\pi T\sum\delta s\,(\tilde\omega^N-\omega)$, combines with the kinetic term $-2\pi T\sum\omega\,\delta s$:
\begin{equation}
\frac{\Delta F[\vartheta]}{N_0}=-2\pi T\sum_n\tilde\omega^N_n\delta s_n-(\pi T)^2\sum_{nm}\big[\lambda(n-m)\delta s_n\delta s_m+V_{nm}c_nc_m\big].
\label{dF}
\end{equation}
This holds for any trial angles. The normal-state self-energy appears as the stiffness against tilting $s$ away from $\sigma$. Subtracting the two first equations of (\ref{eli}) gives $\delta\tilde\omega_n=\tilde\omega^S_n-\tilde\omega^N_n=\pi T\sum_m\lambda(n-m)\delta s_m$, so
\begin{equation}
\frac{\Delta F}{N_0}=-\pi T\sum_n\big[2\tilde\omega^N\delta s+\delta\tilde\omega\,\delta s+\phi c\big].
\label{quad}
\end{equation}
All three products are even in $\omega$; take $\omega>0$, $\delta s=s-1$. Then $2\tilde\omega^N+\delta\tilde\omega=\tilde\omega^N+\tilde\omega^S$, and
\begin{align}
(\tilde\omega^N+\tilde\omega^S)(s-1)+\phi c&=(\tilde\omega^Ss+\phi c)-\tilde\omega^S-\tilde\omega^N(1-s)\nonumber\\
&=Z^S(E-\omega)-Z^N\frac\omega E(E-\omega)=B ,
\end{align}
with $\phi=Z^S\Delta$ used in the second line and $1-s=(E-\omega)/E$. The summand of (\ref{quad}) is $B_n$ frequency by frequency.

If $Z^S$ is computed from trial angles that do not solve the gap equation, $B$ exceeds the summand of (\ref{quad}) by $Z^SE-Z^S\omega^2/E-\phi c=c\,(Z^S\Delta-\phi)$, which is first order in the deviation, whereas (\ref{dF}) errs at second order. Scaling $\Delta$ by $1+10^{-3}$ and by $1+5\times10^{-4}$ gives error ratios $3.9996$ for the functional and $2.0004$ for $B$.

Three further tests bear on (\ref{bs}). On a symmetric grid of 40 positive frequencies, (\ref{lw}) evaluated with explicit Nambu matrices and $\xi$ quadrature gives $-4.03664925\times10^{-6}$ eV$^2$, as do both sums. A finite difference of the Bardeen-Stephen value gives $d(\Delta F/N_0)/d\ln\lambda=-1.441864\times10^{-5}$ eV$^2$ against $\Delta\Phi/N_0=-1.441865\times10^{-5}$ eV$^2$. In the BCS limit, $Z^S=Z^N=1$ and constant $\Delta$, $X$ vanishes and $B=W=(E-|\omega|)^2/E$; at $T\to0$, $\pi T\sum_n\to\int_0^\infty d\omega$ and $\omega=\Delta\sinh t$ gives $-\int\Delta^2e^{-2t}dt=-\Delta^2/2$. At $\Delta=0.002$ eV and the example temperature the sum is $-1.5159215\times10^{-6}$ eV$^2$, equal to the quasiparticle integral $\int d\xi\,[-2T\ln(\cosh(E_\xi/2T)/\cosh(\xi/2T))+\Delta^2\tanh(E_\xi/2T)/2E_\xi]$ with $E_\xi^2=\xi^2+\Delta^2$. The two forms differ only through retardation.

The Wada and Bardeen-Stephen forms have now been derived from one functional and shown to have the same total, with summands that differ by an antisymmetric exchange term summing to zero. It remains to find how fast each summand decays, and how cutting the sums, cutting the equations and adding Coulomb repulsion affect the result.
